# Spin expectation values and a collinearity test for two-component determinants

In a two-component self-consistent field calculation each electron occupies a spinor

\[
\varphi_i(\mathbf r)=\varphi_i^{\alpha}(\mathbf r)\,|\alpha\rangle+\varphi_i^{\beta}(\mathbf r)\,|\beta\rangle ,
\]

with two complex spatial components that are free to differ. The determinant \(\Psi\) of \(N\) such spinors need not be an eigenfunction of any spin component. Even when it is, the axis may be hidden, because the spin frame can be rotated and the occupied spinors can be mixed among themselves. The problem is to read the spin properties of \(\Psi\) from its orbitals.

Conventions: \(\hbar=1\), the spinors are orthonormal, and \(\Psi\) is normalised. Spin is \(s_k=\sigma_k/2\), acting on the two components as they stand. If the spinors come from a transformed relativistic Hamiltonian, no corresponding transformation of the spin operator is included. Define three \(N\times N\) matrices of spatial overlaps,

\[
A_{ij}=\langle\varphi_i^\alpha|\varphi_j^\alpha\rangle,\qquad
B_{ij}=\langle\varphi_i^\beta|\varphi_j^\beta\rangle,\qquad
C_{ij}=\langle\varphi_i^\alpha|\varphi_j^\beta\rangle .
\]

Orthonormality means \(A+B=1\). In a spatial basis with overlap matrix \(g\) and coefficient matrices \(c_\alpha,c_\beta\), the blocks are \(A=c_\alpha^\dagger g c_\alpha\), \(B=c_\beta^\dagger g c_\beta\) and \(C=c_\alpha^\dagger g c_\beta\).

## (a) Express the spin vector \(\langle\mathbf S\rangle\) through the blocks.

**Solution.** The Pauli matrices give

\[
s_x=\tfrac12\big(|\alpha\rangle\langle\beta|+|\beta\rangle\langle\alpha|\big),\quad
s_y=\tfrac1{2i}\big(|\alpha\rangle\langle\beta|-|\beta\rangle\langle\alpha|\big),\quad
s_z=\tfrac12\big(|\alpha\rangle\langle\alpha|-|\beta\rangle\langle\beta|\big).
\]

Between occupied spinors, \(|\alpha\rangle\langle\beta|\) has the matrix element \(\langle\varphi_i^\alpha|\varphi_j^\beta\rangle=C_{ij}\), and \(|\beta\rangle\langle\alpha|\) has \(\langle\varphi_i^\beta|\varphi_j^\alpha\rangle=C_{ji}^*=(C^\dagger)_{ij}\). The matrices \((M_k)_{ij}=\langle\varphi_i|s_k|\varphi_j\rangle\) are therefore

\[
M_x=\tfrac12(C+C^\dagger),\qquad M_y=\tfrac1{2i}(C-C^\dagger),\qquad M_z=\tfrac12(A-B).
\]

All three are Hermitian. The mean of a one-electron operator in a determinant is the trace of its occupied block. Since \(\mathrm{Tr}\,C^\dagger=(\mathrm{Tr}\,C)^*\),

\[
\langle S_x\rangle=\mathrm{Re}\,\mathrm{Tr}\,C,\qquad
\langle S_y\rangle=\mathrm{Im}\,\mathrm{Tr}\,C,\qquad
\langle S_z\rangle=\tfrac12\mathrm{Tr}(A-B).
\]

A unitary mixing \(V\) of the occupied spinors changes \(M_k\) to \(V^\dagger M_kV\). Traces of products of the \(M_k\) are unchanged, as they must be for properties of \(\Psi\).

## (b) Find the symmetrised mean of \(S_kS_l\), and from it \(\langle S^2\rangle\).

**Solution.** Separate the terms in which both operators act on the same electron:

\[
S_kS_l=\sum_a s_k(a)s_l(a)+\sum_{a\neq b}s_k(a)s_l(b).
\]

For one electron \(s_ks_l=\tfrac14\delta_{kl}+\tfrac i2\sum_m\epsilon_{klm}s_m\). The second term is antisymmetric in \(k,l\) and drops out on symmetrisation, so the first sum contributes \(\tfrac N4\delta_{kl}\). The Slater–Condon rules give a direct and an exchange part for the second sum:

\[
\sum_{ij}\Big[(M_k)_{ii}(M_l)_{jj}-(M_k)_{ij}(M_l)_{ji}\Big]
=\langle S_k\rangle\langle S_l\rangle-\mathrm{Tr}\,M_kM_l .
\]

The terms \(i=j\) cancel, so the sum may run over all pairs. The trace is symmetric in \(k,l\) by cyclicity and real because the matrices are Hermitian. Hence

\[
\tfrac12\langle S_kS_l+S_lS_k\rangle=\langle S_k\rangle\langle S_l\rangle+\tfrac N4\delta_{kl}-\mathrm{Tr}\,M_kM_l .
\]

Now set \(k=l\) and sum. For the transverse components,

\[
M_x^2+M_y^2=\tfrac14\big[(C+C^\dagger)^2-(C-C^\dagger)^2\big]=\tfrac12\big(CC^\dagger+C^\dagger C\big),
\]

whose trace is \(\mathrm{Tr}\,CC^\dagger\). The result is

\[
\boxed{\;\langle S^2\rangle=|\langle\mathbf S\rangle|^2+\tfrac{3N}4-\tfrac14\mathrm{Tr}(A-B)^2-\mathrm{Tr}\,CC^\dagger\;}
\]

As a limit, take \(N_\alpha\) spinors with only an \(\alpha\) component and \(N_\beta\) with only a \(\beta\) component. Then \(A-B\) is diagonal with entries \(\pm1\), so \(\mathrm{Tr}(A-B)^2=N\). The matrix \(C\) has no diagonal elements, so \(\langle S_x\rangle=\langle S_y\rangle=0\). With \(N/2=(N_\alpha-N_\beta)/2+N_\beta=\langle S_z\rangle+N_\beta\),

\[
\langle S^2\rangle=\langle S_z\rangle^2+\tfrac N2-\mathrm{Tr}\,CC^\dagger
=\langle S_z\rangle(\langle S_z\rangle+1)+N_\beta-\sum_{ij}|C_{ij}|^2 ,
\]

which is the unrestricted Hartree–Fock expression.

The derivation needs a single determinant with occupations zero or one. With fractional occupations the spinors and their occupations do not in general fix \(\langle S^2\rangle\); the two-particle density matrix of the ensemble is needed. In Kohn–Sham theory the formula gives \(\langle S^2\rangle\) of the auxiliary determinant, which is not in general that of the interacting electrons.

## (c) Call \(\Psi\) collinear if it is an eigenfunction of \(\mathbf n\cdot\mathbf S\) for some real unit vector \(\mathbf n\). Find a test that needs no search over axes.

**Solution.** A normalised state is an eigenfunction of a Hermitian operator exactly when the variance vanishes. The variances for all axes are contained in the covariance matrix

\[
K_{kl}=\tfrac12\langle S_kS_l+S_lS_k\rangle-\langle S_k\rangle\langle S_l\rangle
=\tfrac N4\delta_{kl}-\mathrm{Tr}\,M_kM_l ,
\]

where part (b) was used. It is a real symmetric \(3\times3\) matrix, and

\[
\mathbf n^TK\mathbf n=\langle(\mathbf n\cdot\mathbf S)^2\rangle-\langle\mathbf n\cdot\mathbf S\rangle^2
=\big\|(\mathbf n\cdot\mathbf S-\langle\mathbf n\cdot\mathbf S\rangle)\Psi\big\|^2\ge0 .
\]

The minimum of \(\mathbf n^TK\mathbf n\) over unit vectors is the lowest eigenvalue \(\kappa_1\) of \(K\), reached at its eigenvector. If \(\kappa_1=0\), that eigenvector is an axis along which \(\Psi\) has a sharp spin component. If \(\kappa_1>0\), every axis has a positive variance. Therefore

\[
\boxed{\;\Psi\ \text{is collinear}\iff\kappa_1=0\;}
\]

The same quantity has an orbital meaning. Let \(P=\sum_j|\varphi_j\rangle\langle\varphi_j|\), \(s_n=\mathbf n\cdot\mathbf s\) and \(M_n=\sum_kn_kM_k\). Since \(s_n^2=\tfrac14\), each \(\|s_n\varphi_i\|^2\) equals \(\tfrac14\), and

\[
\mathbf n^TK\mathbf n=\sum_i\Big[\|s_n\varphi_i\|^2-\sum_j|\langle\varphi_j|s_n\varphi_i\rangle|^2\Big]
=\sum_i\|(1-P)s_n\varphi_i\|^2 .
\]

The variance measures how far \(s_n\) carries the occupied spinors out of the occupied space. If it is zero, \(s_n\) maps that space into itself. Diagonalising \(M_n\) then gives new occupied spinors with \(s_n\varphi_i'=\pm\tfrac12\varphi_i'\), that is, products of a spatial function and a spin state pointing along \(+\mathbf n\) or \(-\mathbf n\). Conversely, a determinant of such products is an eigenfunction of \(\mathbf n\cdot\mathbf S\). A collinear solution is thus an unrestricted determinant in a suitable spin frame.

Taking the trace of \(K\) gives

\[
\mathrm{Tr}\,K=\langle S^2\rangle-|\langle\mathbf S\rangle|^2 .
\]

## (d) How many eigenvalues of \(K\) can vanish? Can the spin vector replace the test, and how small must \(\kappa_1\) be in practice?

**Solution.** Suppose \(K\) has two orthogonal null vectors \(\mathbf n\) and \(\mathbf u\), and let \(\mathbf w=\mathbf n\times\mathbf u\). Then \(\Psi\) is an eigenfunction of both \(S_n\) and \(S_u\), and

\[
iS_w\Psi=[S_n,S_u]\Psi=0 .
\]

So \(\Psi\) is also an eigenfunction of \(S_w\). The commutators \([S_u,S_w]=iS_n\) and \([S_w,S_n]=iS_u\) then give \(S_n\Psi=S_u\Psi=0\). Every spin component annihilates \(\Psi\), which is a singlet with \(K=0\). The number of zeros is therefore

- none: non-collinear;
- one: collinear, with a unique axis up to sign;
- three: a singlet, for which every axis serves.

Next let \(S_n\Psi=\lambda\Psi\). For any \(\mathbf u\perp\mathbf n\) the mean of \([S_n,S_u]\) in \(\Psi\) is \((\lambda-\lambda)\langle S_u\rangle=0\), so \(\langle S_{n\times u}\rangle=0\). Hence \(\langle\mathbf S\rangle=\lambda\mathbf n\). If \(\lambda\neq0\) the spin vector points along the axis, but \(\lambda\) may be zero, and a non-collinear state has a spin vector too. The length of \(\langle\mathbf S\rangle\) can rule collinearity out: \(\lambda\) is a sum of \(N\) terms \(\pm\tfrac12\), so a length that no such sum can give belongs to a non-collinear state. An allowed length does not in general prove collinearity; the three-electron example at the end of part (e) has length \(\tfrac12\) and is non-collinear.

Two electrons in orthogonal spatial orbitals, with spins along unit vectors \(\mathbf e_1\) and \(\mathbf e_2\), show both the case \(\lambda=0\) and the numerical scale. The \(M_k\) are diagonal with entries \(\tfrac12e_{1k},\tfrac12e_{2k}\), so

\[
K=\tfrac12\,1-\tfrac14\big(\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T\big).
\]

With \(\theta\) the angle between the spins, the bracket has eigenvalue \(1+\cos\theta\) along \(\mathbf e_1+\mathbf e_2\), \(1-\cos\theta\) along \(\mathbf e_1-\mathbf e_2\), and zero along the normal. Thus

\[
\kappa=\tfrac14(1-\cos\theta),\quad\tfrac14(1+\cos\theta),\quad\tfrac12,
\qquad \kappa_1=\tfrac14\big(1-|\cos\theta|\big).
\]

For \(\theta=\pi\) the spin vector vanishes, yet \(K\) has eigenvalues \(0,\tfrac12,\tfrac12\) and identifies the axis. Here \(\langle S^2\rangle=1\), so this is not a singlet. If both electrons instead share one spatial orbital with opposite spins, then \(\mathrm{Tr}\,CC^\dagger=1\), \(\langle S^2\rangle=\tfrac32-\tfrac12-1=0\), and all three eigenvalues vanish.

For small canting \(\kappa_1\approx\theta^2/8\). At \(\theta=0.10\) rad the computed value is \(0.001249\), against \(0.001250\) from the leading term. The quadratic law follows from part (c): a first-order change of the orbitals produces a first-order leak out of the occupied space, and \(\kappa_1\) is a sum of squared leaks. A value \(\kappa_1=10^{-6}\) would correspond in this model to \(\theta\approx\sqrt{8\times10^{-6}}\approx0.003\) rad. This scale holds for two electrons. The leaks of all occupied spinors add, so \(n\) equally oriented canted pairs in mutually orthogonal spatial orbitals give \(n\) times the value for one pair. A threshold should therefore be compared with the squared orbital convergence error summed over the occupied spinors, and with the rounding error left when numbers of size \(N/4\) are subtracted.

## (e) Does a magnetisation density with one common direction prove that the determinant is collinear?

**Solution.** One implication holds. For a collinear determinant, use the pure spinors of part (c) with spatial parts \(f_i\) and signs \(\eta_i=\pm1\). The magnetisation density, taken here as the spin density, is

\[
\mathbf m(\mathbf r)=\tfrac12\sum_i\varphi_i^\dagger\boldsymbol\sigma\varphi_i=\tfrac12\,\mathbf n\sum_i\eta_i|f_i(\mathbf r)|^2 ,
\]

which is parallel or antiparallel to \(\mathbf n\) wherever it is non-zero.

The converse fails. Take the filled \(p_{1/2}\) pair, with \(p_x,p_y,p_z\) real, orthonormal and sharing one radial function:

\[
\varphi_1=\tfrac1{\sqrt3}\binom{p_z}{p_x+ip_y},\qquad
\varphi_2=\tfrac1{\sqrt3}\binom{p_x-ip_y}{-p_z}.
\]

Its magnetisation density is

\[
m_z=\tfrac16\big[p_z^2-(p_x^2+p_y^2)+(p_x^2+p_y^2)-p_z^2\big]=0,
\]
\[
m_x+im_y=\sum_i(\varphi_i^\alpha)^*\varphi_i^\beta=\tfrac13\big[p_z(p_x+ip_y)-(p_x+ip_y)p_z\big]=0
\]

at every point. The blocks, however, are

\[
A-B=\begin{pmatrix}-\tfrac13&0\\0&\tfrac13\end{pmatrix},\qquad
C=\begin{pmatrix}0&-\tfrac13\\0&0\end{pmatrix}.
\]

The element \(C_{21}=\tfrac13\int(p_x+ip_y)^2\,d^3r\) vanishes because the \(p_x^2\) and \(p_y^2\) terms cancel. These blocks give \(M_k=-\tfrac13\,\sigma_k/2\), hence \(\mathrm{Tr}\,M_kM_l=\tfrac1{18}\delta_{kl}\) and

\[
K=\big(\tfrac12-\tfrac1{18}\big)1=\tfrac49\,1,\qquad \langle S^2\rangle=\mathrm{Tr}\,K=\tfrac43 .
\]

No axis has a sharp spin component, although there is no magnetisation anywhere. A functional that depends only on the density and \(\mathbf m(\mathbf r)\), and on their gradients, receives the same input from this pair as from an unpolarised singlet of equal density. The eigenvalue test uses the off-diagonal elements of the one-particle density matrix, which \(\mathbf m(\mathbf r)\) does not contain.

The converse also fails when the magnetisation is not zero. Add a third electron with spin \(\alpha\) in an s orbital \(f_s\). The magnetisation density becomes \(\tfrac12|f_s(\mathbf r)|^2\) along \(+z\), one common direction. Since \(f_s\) is orthogonal to the p orbitals, each \(M_k\) only gains a diagonal entry, \(\tfrac12\) for \(k=z\) and zero for \(k=x,y\). The eigenvalues of \(K\) are then \(\tfrac34-\tfrac1{18}=\tfrac{25}{36}\) for \(x\) and \(y\), and \(\tfrac{25}{36}-\tfrac14=\tfrac49\) for \(z\). All are positive, so this determinant is non-collinear too.

## (f) Apply the test to two mean-field solutions of a Hubbard triangle with three electrons and \(U=8t\).

The Hamiltonian has hopping \(-t\) between each pair of sites and repulsion \(U\) on each site. One solution is collinear; the other has site moments at \(120^\circ\) to each other. Derive \(K\) for the second in closed form.

**Solution.** For a determinant, \(\langle n_\uparrow n_\downarrow\rangle\) on site \(j\) is the determinant of the \(2\times2\) site block \(D_j=\tfrac12\nu_j+\mathbf m_j\cdot\boldsymbol\sigma\) of the density matrix, where \(\nu_j\) is the charge. It equals \(\nu_j^2/4-m_j^2\). Differentiating the energy gives the mean field \(U(\nu_j/2-\mathbf m_j\cdot\boldsymbol\sigma)\) on site \(j\).

**The 120° solution.** Choose the spin \(z\) axis along the normal to the plane of the moments, and set \(\nu_j=1\), \(Q=2\pi/3\), \(\Delta=Um\). Apart from a constant, the field is

\[
-\Delta\big(e^{-iQj}|\alpha\rangle\langle\beta|+e^{iQj}|\beta\rangle\langle\alpha|\big),
\]

which couples the plane wave \(|k\alpha\rangle\) to \(|k+Q,\beta\rangle\) alone. The hopping energies are \(-2t\) for \(k=0\) and \(+t\) for \(k=Q,2Q\). The three \(2\times2\) problems thus have diagonal energies

\[
(-2t,t),\qquad(t,t),\qquad(t,-2t)
\]

for \(k=0,Q,2Q\), and off-diagonal element \(-\Delta\). With \(W=\sqrt{9t^2/4+\Delta^2}\), the lower levels are \(-t/2-W\) (twice) and \(t-\Delta\). The upper ones are \(-t/2+W\) (twice) and \(t+\Delta\). For \(\Delta>0\) all lower levels lie below all upper ones, so the three lower states are filled. Write them as \(\cos\theta_k|k\alpha\rangle+\sin\theta_k|k+Q,\beta\rangle\). Then

\[
\cos2\theta_k=c,\ 0,\ -c,\qquad \sin2\theta_k=\frac\Delta W,\ 1,\ \frac\Delta W,\qquad c=\frac{3t}{2W}.
\]

Each state contributes \(\tfrac16\sin2\theta_k\) to the moment on a site, so self-consistency requires

\[
m=\tfrac16\Big(1+\frac{2\Delta}{W}\Big),\qquad\Delta=Um .
\]

The normal moments add to zero and the charge is one per site, as assumed.

The matrix \(M_z\) is diagonal with entries \(\tfrac12\cos2\theta_k\), so \(\mathrm{Tr}\,M_z^2=c^2/2\). The matrix \(C\) connects the row with wave number \(k+Q\) to the column with \(k\), with element \(\cos\theta_{k+Q}\sin\theta_k\). Using \(\cos^2\theta=(1+\cos2\theta)/2\) and \(\sin^2\theta=(1-\cos2\theta)/2\),

\[
\mathrm{Tr}\,CC^\dagger=\frac{1-c}4+\frac{1-c}4+\frac{(1+c)^2}4=\frac34+\frac{c^2}4 .
\]

Neither \(C\), \(C^2\) nor \(M_zC\) has diagonal elements. Hence \(\langle\mathbf S\rangle=0\), \(K\) is diagonal, and \(\mathrm{Tr}\,M_x^2=\mathrm{Tr}\,M_y^2=\tfrac12\mathrm{Tr}\,CC^\dagger\). Therefore

\[
\kappa_{\text{plane}}=\tfrac38-\tfrac{c^2}8\ \text{(twice)},\qquad
\kappa_{\text{normal}}=\tfrac34-\tfrac{c^2}2,\qquad
\langle S^2\rangle=\tfrac32-\tfrac{3c^2}4 .
\]

Since \(0<c<1\), the in-plane pair is lowest and positive: the solution is non-collinear.

For \(U=8t\) the moment is \(m=0.4769\), so \(\Delta=8\times0.4769\,t=3.815\,t\) and \(c=0.3659\). With \(c^2=0.1339\),

\[
\kappa_{\text{plane}}=0.3750-0.0167=0.3583,\qquad
\kappa_{\text{normal}}=0.7500-0.0669=0.6831,
\]

and \(\langle S^2\rangle=1.5000-0.1004=1.3996\), in agreement with the values from the self-consistent orbitals. For \(U\gg t\), \(m\to\tfrac12\) and \(c\approx3t/U\), so \(\langle S^2\rangle\approx\tfrac32-27t^2/(4U^2)\). At \(U=200t\) this gives \(1.49983\), as computed. The limit \(\tfrac32\) belongs to three localised spins at \(120^\circ\).

**The collinear solution.** It was rotated to the axis \((1,2,2)/3\) and its occupied spinors were mixed by a random unitary matrix. The blocks give \(\langle\mathbf S\rangle=(0.167,0.333,0.333)\) and

\[
\langle S^2\rangle=0.250+2.250-0.368-0.506=1.626 .
\]

The eigenvalues of \(K\) are \(0,\ 0.688,\ 0.688\), and the null vector recovers the axis. The other two are equal because a rotation about \(\mathbf n\) changes \(\Psi\) only by a phase. Each is \((1.626-0.250)/2=0.688\). The site moments along the axis are \(0.484,\ 0.484,\ -0.468\), with sum \(0.500\).

**Comparison.** The energies are \(-0.503\,t\) (collinear) and \(-0.556\,t\) (120°), so of these two solutions the non-collinear one is lower, by \(0.053\,t\). Diagonalising the model in the full three-electron space gives \(-0.717\,t\) and \(\langle S^2\rangle=0.75\). Both determinants miss correlation energy, and both contain the wrong spin. Three electrons can have only \(S=\tfrac12\) or \(\tfrac32\), with \(S(S+1)=\tfrac34\) or \(\tfrac{15}4\), so the quartet weight is \((\langle S^2\rangle-\tfrac34)/3\). It is \(0.29\) for the collinear solution and \(0.22\) for the 120° one. The collinear determinant is the more contaminated of the two: a sharp spin projection does not imply a nearly sharp total spin, and the size of \(\langle S^2\rangle\) cannot stand in for the eigenvalue test.

The numerical output below also compares the block formulas with explicit many-electron states for random determinants of one to five electrons; the largest difference is about \(10^{-14}\).

## Numbers as computed

```
Spins in hbar, spin squares and K in hbar^2, energies in t
random determinants, largest error: 9.5e-15
Hubbard triangle: electrons 3, U/t = 8.0
[collinear] energy: -0.50288
  Re Tr C, Im Tr C: 0.16667 0.33333
  Tr(A-B)/2: 0.33333
  Tr(A-B)^2/4: 0.36781
  Tr C C^dagger: 0.50630
  spin vector: 0.16667 0.33333 0.33333
  |<S>|^2: 0.25000
  <S^2>: 1.62590
  eigenvalues of K: 0.00000 0.68795 0.68795
[120-degree] energy: -0.55576
  Re Tr C, Im Tr C: 0.00000 0.00000
  Tr(A-B)/2: 0.00000
  Tr(A-B)^2/4: 0.24738
  Tr C C^dagger: 0.60303
  spin vector: 0.00000 0.00000 0.00000
  |<S>|^2: 0.00000
  <S^2>: 1.39958
  eigenvalues of K: 0.35826 0.35826 0.68305
collinear: hidden axis put in: 0.33333 0.66667 0.66667
collinear: axis found from K: 0.33333 0.66667 0.66667
collinear: spin along found axis: 0.50000
collinear: site moments along axis: 0.48379 0.48379 -0.46758
120-degree: site moment m: 0.47688
120-degree: angle between moments (deg): 120.000
120-degree: Delta = U m (t): 3.81507
120-degree: c: 0.36591
120-degree: closed-form in-plane, normal: 0.35826 0.68305
full diagonalisation: energy: -0.71663
full diagonalisation: <S^2>: 0.75000
120-degree at U/t = 200 <S^2>: 1.49983
antiparallel pair: spin vector: 0.00000 0.00000 0.00000
antiparallel pair: <S^2>: 1.00000
antiparallel pair: eigenvalues of K: 0.00000 0.50000 0.50000
closed shell: eigenvalues of K: 0.00000 0.00000 0.00000
canted pair: angle (rad): 0.10
canted pair: lowest eigenvalue: 0.0012490
canted pair: theta^2/8: 0.0012500
p_1/2 pair: largest |m| component: 2.8e-17 (hbar, per unit radial density)
p_1/2 pair: <S^2>: 1.33333
p_1/2 pair: eigenvalues of K: 0.44444 0.44444 0.44444
```
